# Integrating Linear-Parabolic Oxidation Through Temperature Ramps Without the Singular Start

**Definitions and conventions**

A flat, dense, adherent oxide of thickness $x(t)$ grows on a metal whose temperature $T(t)$ is prescribed and uniform. Lengths are in µm, times in s and energies in eV. A prime on a function of time means $d/dt$, and $h$ is the time step.

Two processes act in series: transport through the oxide and a reaction at one of its boundaries. Let $C_0$ be the available concentration difference of the mobile species, of which $C_i$ drives the reaction and $C_0-C_i$ drives diffusion. Let $N$ be the number of these species needed per unit volume of oxide. With a linear reaction law of coefficient $\kappa$ and quasi-steady diffusion of coefficient $D$,

$$Nx'=\kappa C_i=\frac{D(C_0-C_i)}{x}.$$

Solving each equality for its concentration and adding gives $C_0=Nx'/\kappa+Nx'x/D$. Division by $C_0x'$ yields

$$\frac1{x'}=\frac1k+\frac{2x}{B},\qquad k=\frac{\kappa C_0}{N},\quad B=\frac{2DC_0}{N}.$$

With $A=B/k$ this is the linear-parabolic law

$$x'=\frac{B}{A+2x}. \tag{1}$$

Both constants follow Arrhenius laws, with energies $E_B$ and $E_k$, so $A\propto e^{-(E_B-E_k)/k_BT}$ and

$$A'=A\,\frac{E_B-E_k}{k_BT^2}\,T'. \tag{2}$$

For thin oxide $x\simeq kt$; for $x\gg A$ the diffusion term dominates. The change occurs near $x\sim A$, that is, at $t\sim A/k=A^2/B$.

The explicit method used below is the classical fourth-order Runge–Kutta method, RK4. For $z'=f(t,z)$ it computes

$$s_1=f(t,z),\quad s_2=f(t+\tfrac h2,z+\tfrac h2s_1),\quad s_3=f(t+\tfrac h2,z+\tfrac h2s_2),\quad s_4=f(t+h,z+hs_3),$$

and advances $z$ by $\tfrac h6(s_1+2s_2+2s_3+s_4)$.

**The parabolic limit: why squaring helps**

If the reaction is infinitely fast, $A=0$ and $x'=B/(2x)$ is infinite at $x=0$. For $y=x^2$,

$$y'=2xx'=B(T(t)),\qquad x^2(t)=x^2(0)+\int_0^tB\,dt. \tag{3}$$

The right side no longer contains the unknown. Then $s_2=s_3$, and RK4 becomes Simpson's rule, $\tfrac h6(B_0+4B_m+B_1)$, where $m$ denotes the midpoint. This rule integrates cubics without error, so a smooth $B$ leaves a local error of order $h^5$. Over a fixed time there are of order $1/h$ steps, hence global order four. On the heating ramp of the example below the measured order is 3.999.

Direct RK4 in $x$ cannot take the first step. Suppose it is given the correct $x(h)$. For constant $B$, set $x=\sqrt{Bh}\,\xi$ and $t=hs$; then $d\xi/ds=1/(2\xi)$, with unit step and $\xi_1=1$. The numerical sequence $\xi_n$ does not depend on $h$.

The true solution adds one to $\xi^2$ per step. A unit step from $\xi$ is, after rescaling lengths by $\xi$, a step $1/\xi^2$ from 1. A method of order $p$ therefore has local error $\xi\,O(\xi^{-2p-2})$ in $\xi$. Multiplication by $2\xi$ gives an error $O(\xi^{-2p})=O(n^{-p})$ in $\xi^2$. For $p\ge2$ these errors have a finite sum $c$, and

$$x_n^2=B(nh)+c\,hB. \tag{4}$$

Unless $c$ vanishes, the global order is one, whatever $p$ is. On a smooth ramp the sum is dominated by early steps, so to leading order $B$ in the error term is $B(T(0))$.

For RK4 the recursion gives $c=5.331\times10^{-4}$. The heating ramp gives $5.328\times10^{-4}$ at $h=0.1$ s and a measured order of 0.999. The order is lost, but with a correct first point the coefficient is small.

**Finite interface rate: two ways to fail**

For $A>0$, equation (1) is regular at $x=0$ and direct RK4 can start there. The difficulty is now a short time scale. Take constant coefficients and $r=hB/A^2=hk/A\gg1$. Then:

- $s_1=k$.
- The next stage has $2x=hk$, so $s_2=k/(1+r)\simeq0$.
- The third has $2x=hs_2=Ar/(1+r)\simeq A$, so $s_3\simeq k/2$.
- The fourth has $2x=2hs_3\simeq hk$, so $s_4\simeq0$.

The first step therefore gives

$$x_1\simeq\frac h6\left(k+2\cdot\frac k2\right)=\frac{hk}{3}, \tag{5}$$

whereas the correct value is close to $\sqrt{Bh}$. For $r\gg1$ the ratio approaches $\sqrt r/3$, so the oxide is too thick. This form is only asymptotic. Evaluating the four stages without approximation gives ratios to the exact thickness of 1.01, 1.15, 1.39 and 2.89 at $r=1$, 4, 9 and 63, so the overshoot sets in gradually, with no threshold.

Squaring the thickness brings a different fault. With $y=x^2$ and $A>0$,

$$y'=\frac{2B\sqrt y}{A+2\sqrt y}. \tag{6}$$

Near zero this is $y'\simeq2k\sqrt y$, whose slope with respect to $y$ is unbounded. Both $y=0$ and $y=k^2t^2$ satisfy the approximate equation, since $(k^2t^2)'=2k(kt)$. Started at $y=0$, every RK4 slope is zero and the oxide never grows. On the heating ramp the result is 0, while the true thickness reaches 1.2265 µm. This total failure needs a start at exactly zero. With an initial oxide of 3.2 nm, RK4 in $y$ on the worked example below has final errors of $-0.73$, $-0.16$ and $-0.069$ nm at $h=250$, 62.5 and 31.25 s. These are small, but the order is only about one and the error depends on the seed.

**The variable that removes the fast start**

Squaring worked because it absorbed the denominator of the law. For (1) the whole denominator must be absorbed:

$$(A+2x)x'=B.$$

The product rule gives $(x^2+Ax)'=(2x+A)x'+A'x$. Hence

$$u=x^2+Ax,\qquad u'=B+A'x. \tag{7}$$

The thickness is the non-negative root of $x^2+Ax-u=0$, namely $x=(\sqrt{A^2+4u}-A)/2$. Multiplying numerator and denominator by $\sqrt{A^2+4u}+A$ gives

$$x=\frac{2u}{A+\sqrt{A^2+4u}}, \tag{8}$$

which avoids subtracting nearly equal numbers when $u\ll A^2$. If $A=u=0$, set $x=0$.

For $A\to0$, $u$ becomes the squared thickness. At constant temperature $A'=0$ and (7) is a pure quadrature, even though $A$ is finite.

The gain is visible in how strongly each right side responds to its unknown. Differentiating $x^2+Ax=u$ at fixed $A$ gives $\partial x/\partial u=1/(2x+A)=1/\sqrt{A^2+4u}$, so

$$\left|\frac{\partial u'}{\partial u}\right|=\frac{|A'|}{\sqrt{A^2+4u}}\le\left|\frac{d\ln A}{dt}\right|,\qquad
\frac{\partial x'}{\partial x}=-\frac{2B}{(A+2x)^2}. \tag{9}$$

The first is limited by the heating rate. The second starts at $-2B/A^2$, the fast scale. The step must still resolve the temperature dependence of the right side, above all that of $B$, so $h|d\ln B/dt|$ should not be large. This holds even when $E_k=E_B$ and $A'=0$. Very rapid heating or cooling needs smaller steps in either variable.

**What order remains when the start is not resolved**

If $h\ll A^2/B$ and $T(t)$ is smooth, (7) is smooth on the scale of a step and RK4 has order four. If $h\gg A^2/B$, the solution still contains $x\simeq\sqrt{Bt}$, which enters (7) multiplied by $A'$. To first order in small $A'$, with $B$ and $A'$ nearly constant near the start, RK4 applies Simpson's rule to $A'\sqrt{Bt}$, because its stage values of $u$ are $Bt$ plus small corrections.

The error follows from a sum. For $s>1$, the Euler–Maclaurin formula applied to the tail of $\sum n^{-s}$ gives

$$\sum_{n=1}^{M}n^{-s}=\zeta(s)+\frac{M^{1-s}}{1-s}+\frac{M^{-s}}2+O(M^{-s-1}).$$

Both sides continue analytically to $s>-1$, apart from $s=1$, where the poles cancel. At $s=-1/2$, the trapezoidal sum for $\sqrt t$ thus has start error $\zeta(-\tfrac12)h^{3/2}$.

Simpson's rule is $(4T_{h/2}-T_h)/3$, where $T_h$ is the trapezoidal sum with spacing $h$. Its start error is $\zeta(-\tfrac12)h^{3/2}(4/2^{3/2}-1)/3$, so

$$\delta u\simeq\frac{(\sqrt2-1)\zeta(-\frac12)}3\,A'\sqrt B\,h^{3/2}=-0.02870\,A'\sqrt B\,h^{3/2}. \tag{10}$$

A dimensionless test with $B=1$ and $A=10^{-4}(1+t)$, integrated until $x=1$, gives the coefficient $-0.02864$ with 64 steps and order 1.501 between 32 and 64 steps. The change of variable does not guarantee fourth order at every practical step. It leaves an error carrying the small factor $A'$.

**A direct scheme that does work**

The overshoot in (5) comes from $s_1$ and $s_3$, slopes taken at thicknesses far below the one reached in the step. The implicit midpoint rule for (1) uses only the slope at the mean of the two end thicknesses:

$$x_1-x_0=\frac{hB_m}{A_m+x_0+x_1}.$$

Multiplication by the denominator gives

$$x_1^2+A_mx_1=x_0^2+A_mx_0+hB_m. \tag{11}$$

Formula (8), with the right side as $u$ and $A_m$ as $A$, solves this without iteration. Since $hB_m>0$, the thickness increases for any step. With constant coefficients (11) is the exact solution.

For a resolved solution, $x(t+h)-x(t)=hx'(t+h/2)+O(h^3)$. Replacing the midpoint thickness by the average of the end values changes the slope by $O(h^2)$. The local error is $O(h^3)$ and the global order two.

When the start is resolved, the choice of variable does not change the RK4 order. With $k$ reduced a hundredfold, $A^2/B$ at 1073 K becomes about 9900 s. On the heating ramp, halving $h$ from 40 to 20 s gives orders 3.99 for direct RK4, 3.94 for RK4 in $u$ and 2.00 for (11).

**Kinks and jumps in the temperature programme**

A heating rate that changes inside a step spoils the quadrature. Take $A=0$ and a slope change $\Delta B'$ at fraction $\theta$ of a step. The extra part of $B$ is $h\Delta B'\max(0,s-\theta)$, with $s$ the fraction of the step. Its integral is $h^2\Delta B'(1-\theta)^2/2$.

For $\theta=1/5$ the factor is $0.32$, while Simpson's rule gives $\tfrac16(0.8)+\tfrac46(0.3)=1/3$. The error is $h^2\Delta B'/75$: order two. For $\theta=2/5,3/5,4/5$ the same calculation gives $-1/75,-1/75,+1/75$. A kink one fifth of the way through a run with $2^j$ steps meets only these fractions, and the measured order is 2.004.

For $A>0$ the loss is greater. Since $A'$ contains $T'$, the right side of (7) itself jumps, by $x\Delta A'$. For $\theta=1/5$ the exact extra integral is $\tfrac45hx\Delta A'$ to leading order, while Simpson's rule gives $\tfrac56hx\Delta A'$. The error is $hx\Delta A'/30$, so at a fixed fraction the order falls to one. For $\theta=2/5,3/5,4/5$ the factor $1/30$ becomes $7/30,-7/30,-1/30$. Halving the step changes the fraction, so the order measured between two successive runs can differ widely from one even though the overall decrease is proportional to $h$ once $h$ is small. The $h^2\Delta B'/75$ term is still present. At the end of the heating ramp in the example below, with $\theta=1/5$, it is the larger of the two for $h$ above about 12 s.

Steps should therefore end on kinks, with $T'$ taken from the current segment. At an idealized temperature jump $x$ is continuous, but $u$ changes by $x\Delta A$. The algorithm is:

1. At the start of each smooth segment, form $u=x^2+Ax$ from the current thickness.
2. Integrate (7) by RK4, using (2) and (8) at every stage.
3. At the segment's end, recover $x$ from (8) and carry $x$ forward.

**Worked example: NiO on nickel**

At 1273 K take $B=5.0\times10^{-3}$ µm²/s with $E_B=2.0$ eV, and $k=0.10$ µm/s with $E_k=1.2$ eV. The metal enters at 1073 K, is heated at 0.2 K/s for 1000 s, held at 1273 K for 1000 s, and cooled at 0.1 K/s for 2000 s.

At entry $B=1.672\times10^{-4}$ µm²/s and $k=0.01302$ µm/s, so $A=B/k=0.01284$ µm and $A^2/B=0.987$ s. The initial sensitivities in (9) are $1.61\times10^{-3}$ s⁻¹ for $u$ and $-2.03$ s⁻¹ for $x$.

With $h=62.5$ s, $r=62.5/0.987=63$. Equation (5) predicts a first thickness of $62.5\times0.01302/3=0.271$ µm. Direct RK4 gives 0.285 µm, the reference is 0.1025 µm, and RK4 in $u$ also gives 0.1025 µm.

The reference final thickness, from adaptive integration of (1), is 3.0826 µm. Errors relative to it, in nm, are:

| $h$ (s) | direct RK4 | RK4 in $u$ | midpoint (11) |
|---:|---:|---:|---:|
| 250 | 211 | 0.011 | −8.5 |
| 125 | 51 | −0.00046 | −2.1 |
| 62.5 | 12.1 | −0.00038 | −0.54 |
| 31.25 | 2.9 | −0.00013 | −0.13 |
| 0.977 | 0.00055 | −0.00000006 | −0.00013 |

The first step accounts for most of the direct error at 62.5 s. At the end of that step $A=0.0142$ µm, so the excess in $u$ is $0.2848^2-0.1025^2+0.0142(0.2848-0.1025)=0.073$ µm². If later changes of this excess are ignored, dividing by $2x+A=6.18$ µm at the end gives 11.8 nm, against 12.1 nm. Since (5) makes the excess nearly quadratic in $h$, the observed order 2.07 between 62.5 and 31.25 s is understood.

Over the same interval RK4 in $u$ has order 1.56. Its closeness to the $3/2$ of (10) is partly accidental: from 31.25 to 7.81 s the mean order is 1.87. Formula (10) assumes $h\gg A^2/B$ and gives only the size here: with $A'=2.07\times10^{-5}$ µm/s and division by 6.18 µm, it predicts $-0.00022$ nm at 31.25 s, against $-0.00013$ nm found. The error also changes sign between 250 and 125 s, so no single power of $h$ describes the whole table.

Step control must respect these orders. For (11), with order two, one third of the change on halving the step estimates the finer run's error: $(0.537-0.135)/3=0.134$ nm, against 0.135 nm found. For RK4 in $u$, the fourth-order divisor 15 would be too optimistic here. Even the undivided change can mislead. As $h$ falls from 125 to 62.5 s, the error passes through an extremum and returns to nearly the same value: the change is 0.00007 nm, while the error is 0.00038 nm. The next halving, to 31.25 s, exposes this: the change grows to 0.00025 nm instead of shrinking.

**The model beside a real nickel scale**

The value of $B$ is a rough typical one for nickel in air; for an hour held at 1273 K it gives $\sqrt{Bt}=4.2$ µm. The value of $k$ is assumed. At this value the interface resistance matters little, since removing it changes the final thickness only to 3.103 µm; a much smaller $k$ would matter.

Transport along grain boundaries can be a large part of $B$. A value measured on growing scales, like the rough one used here, normally includes it already. Suppose instead that $B$ described lattice diffusion alone. For 1 nm boundaries, 1 µm grains and a diffusivity ratio of 1000 at 1273 K, the added share of $B$ is then $2(0.001)(1000)=2$. With a boundary activation energy 0.6 eV lower, it is 5.5 at 1073 K. The final thickness becomes 5.57 µm, 1.8 times the model's value. These inputs are illustrative, not NiO data; tracer measurements for nickel in NiO point to a ratio of order $10^4$ at this temperature, so 1.8 is not an upper bound. The factor shows that grain structure can matter strongly; it is not a correction to be added to a measured $B$.

A temperature 5 K higher gives 3.20 µm, a change of 3.8%. Other estimates are smaller:

- Oxygen at 160 Torr, diffusing at 2 cm²/s through a 1 cm gas layer, could supply 1.07 µm/s of growth; the starting rate is 1.2% of this.
- Reaction heat of 240 kJ/mol, balanced by radiation at emissivity 0.8, would warm the surface by 1.2 K if the starting rate persisted.
- For 1 V across the film, charge 2 and a half hop of 0.15 nm, the field energy per half hop equals $k_BT$ at 3.2 nm. Below this thickness linear diffusion is unreliable, but an initial oxide this thick changes the final result by only 0.009 nm.

Cracking or spalling would invalidate the single-layer law and is not estimated. For these inputs, numerical errors below 1 nm are already far smaller than the uncertainty from temperature and grain structure. The full values are in the numerical output.

## Computed values

```
B at 1273 K 5.00e-03 um^2/s, energy 2.0 eV
k at 1273 K 0.10 um/s, energy 1.2 eV
A at 1273 K 0.0500 um
At 1073 K: B 1.672e-04 um^2/s, k 1.3016e-02 um/s
At 1073 K: A 0.01284 um, A^2/B 0.987 s
Segment: 1000 s from 1073 K at +0.2 K/s
Segment: 1000 s from 1273 K at +0.0 K/s
Segment: 2000 s from 1273 K at -0.1 K/s
A=0, heating: x^2 = 1.542051 um^2
A=0, order of RK4 in x^2: 3.999
A=0, order of direct RK4: 0.999
Start constant c: recursion 5.3308e-04, ramp 5.3281e-04
Order with kink inside a step: 2.004
Slow interface k/100, orders (direct, u, midpoint):
  3.994, 3.941, 2.000
3/2-power coefficient: theory -0.02870, run -0.02864
Order with unresolved start, RK4 in u: 1.501
Start sensitivity: u 1.613e-03 1/s, x -2.027e+00 1/s
Plain x^2 after heating: 0.0 um^2; true x 1.2265 um
Final thickness, reference: 3.082559 um
Final error in nm: h/s, direct RK4, RK4 in u, midpoint
   250.0000   2.113e+02   1.109e-02  -8.521e+00
   125.0000   5.060e+01  -4.575e-04  -2.143e+00
    62.5000   1.214e+01  -3.828e-04  -5.373e-01
    31.2500   2.889e+00  -1.298e-04  -1.347e-01
     7.8125   1.443e-01  -9.742e-06  -8.472e-03
     0.9766   5.474e-04  -6.042e-08  -1.336e-04
     0.2441   3.560e-06  -6.031e-10  -8.363e-06
Orders from h = 62.5 to 31.25 s (direct, u, midpoint):
  2.07, 1.56, 2.00
Thickness after first 62.5 s in um, one step each:
  reference 0.10248, direct 0.28482
  RK4 in u 0.10247, midpoint 0.10228
Overshoot estimate h k/3: 0.27117 um
No interface resistance: final 3.1026 um
Temperature 5 K higher: final 3.1998 um
Grain boundaries: width 1 nm, grain 1 um
  diffusivity ratio 1000 at 1273 K, 0.6 eV lower
  added share of B: 2.00 (1273 K), 5.54 (1073 K)
  final thickness with them: 5.573 um
Gas: O2 160 Torr, D 2 cm^2/s, layer 1 cm
  supply limit 1.071 um/s; start rate/limit 0.0122
Reaction heat 240 kJ/mol, emissivity 0.8
  steady self-heating at start rate: 1.24 K
Field range: 1 V, charge 2, half hop 0.15 nm
  strong-field thickness at 1073 K: 3.24 nm
  final change if present at start: 0.0088 nm
```
